# Effective peak-temperature time of a spike anneal with linear ramps: a program that tests the result

```python
"""
Spike anneal with linear ramps: test of the leading-order diffusion budget
    B = integral D dt ~ D(Tp) * k Tp^2 / E * (1/R_up + 1/R_down)
D(T) = D0 exp(-E/kT); Tp peak temperature; E activation energy;
R_up, R_down positive ramp rates; x = E/(k Tp), assumed large.
Lengths are in nm, energies in eV, temperatures in K, times in s.
The full linear-ramp result uses the exponential integral E_2.
Material inputs are rough typical values for boron in silicon.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expn

k = const.k / const.e
D0, E = 1.0e14, 3.5
Tp, T0 = 1320.0, 900.0
R_up, R_down = 250.0, 80.0
sigma0 = 3.0
x = E / (k * Tp)
window = k * Tp**2 / E


def diffusivity(T):
    return D0 * np.exp(-E / (k * T))


def integrate_pieces(f, a, b):
    """Adaptive quadrature with panels concentrated near a."""
    edges = a + (b - a) * np.array([0, .01, .03, .1, .3, 1.0])
    return sum(quad(f, lo, hi, epsabs=1e-13, epsrel=1e-11, limit=200)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


def effective_time(energy, peak, rate, start):
    """Time integral of D(T(t))/D(peak) over one linear ramp."""
    def relative_D(t):
        T = peak - rate * t
        return np.exp(-energy / k * (1 / T - 1 / peak))
    return integrate_pieces(relative_D, 0.0, (peak - start) / rate)


def full_budget(peak):
    """Closed form for both ramps, including the finite start."""
    upper = peak * expn(2, E / (k * peak))
    lower = T0 * expn(2, E / (k * T0))
    return D0 * (upper - lower) * (1 / R_up + 1 / R_down)


# Leading and full budgets; the latter against direct time quadrature.
Dp = diffusivity(Tp)
t_up, t_down = window / R_up, window / R_down
B_lead = Dp * (t_up + t_down)
B_full = full_budget(Tp)
t_up_num = effective_time(E, Tp, R_up, T0)
t_down_num = effective_time(E, Tp, R_down, T0)
B_num = Dp * (t_up_num + t_down_num)
assert abs(B_num / B_full - 1) < 1e-8
assert abs((B_lead / B_full - 1) - 2 / x) < 3 / x**2

# Error bounds and limiting error over weak and strong activation.
for xt in (5.0, 10.0, x, 100.0):
    F = effective_time(xt * k * Tp, Tp, 100.0, 1.0) * 100 * xt / Tp
    assert 1 - 2 / xt < F < 1 - 2 / xt + 6 / xt**2
xt = 1000.0
F = effective_time(xt * k * Tp, Tp, 100.0, 1.0) * 100 * xt / Tp
assert abs((1 / F - 1) * xt - 2) < 0.01

# Finite starting temperature and share gathered near the peak.
start_share = (T0 * expn(2, E / (k * T0))) / (Tp * expn(2, x))
share = effective_time(E, Tp, R_up, Tp - window) / t_up_num
assert start_share < 1e-5
assert abs(share - (1 - np.exp(-1))) < 2 / x

# Diffusion equation through the complete temperature history.
h, dt = 0.25, 0.002
z = np.arange(-30, 30 + h / 2, h)
c = np.exp(-z**2 / (2 * sigma0**2))
time_up = (Tp - T0) / R_up
time_total = time_up + (Tp - T0) / R_down
bands = np.zeros((3, len(z)))
for step in range(int(round(time_total / dt))):
    t = (step + 0.5) * dt
    T = T0 + R_up * t if t < time_up else Tp - R_down * (t - time_up)
    a = diffusivity(T) * dt / (2 * h**2)
    rhs = (1 - 2 * a) * c
    rhs[1:] += a * c[:-1]
    rhs[:-1] += a * c[1:]
    bands[0, 1:], bands[1], bands[2, :-1] = -a, 1 + 2 * a, -a
    c = solve_banded((1, 1), bands, rhs)
variance_pde = np.sum(z**2 * c) / np.sum(c)
sigma_full = np.sqrt(sigma0**2 + 2 * B_full)
sigma_lead = np.sqrt(sigma0**2 + 2 * B_lead)
profile = sigma0 / sigma_full * np.exp(-z**2 / (2 * sigma_full**2))
assert abs(variance_pde / sigma_full**2 - 1) < 1e-4
# The spatial grid has a fourth-derivative error of order h squared.
assert np.max(abs(c - profile)) < 1e-3

# Sensitivity to an error in peak temperature.
slope = (np.log(full_budget(Tp + .1)) - np.log(full_budget(Tp - .1))) / .2
assert abs(slope * Tp / (x + 2) - 1) < 0.004
hot_ratio = full_budget(Tp + 10) / B_full

# Cooling rate proportional to the fourth power of temperature.
cool4 = integrate_pieces(
    lambda d: diffusivity(Tp - d) / Dp / (R_down * (1 - d / Tp)**4),
    0.0, Tp - T0)
assert abs(cool4 / (t_down * (1 + 2 / x + 2 / x**2)) - 1) < 1e-5
cool_ratio = Dp * (t_up_num + cool4) / B_full


# Rounded tip: slope changes linearly from +R_up to -R_down.
def rounded_budget(duration):
    total = R_up + R_down
    t_peak = R_up * duration / total
    curve = total / (2 * duration)
    tip = quad(lambda t: diffusivity(Tp - curve * (t - t_peak)**2),
               0, duration, epsabs=1e-11)[0]
    join_up = Tp - curve * t_peak**2
    join_down = Tp - curve * (duration - t_peak)**2
    return (tip + diffusivity(join_up)
            * effective_time(E, join_up, R_up, T0)
            + diffusivity(join_down)
            * effective_time(E, join_down, R_down, T0))


round_time = 0.3
assert abs(rounded_budget(1e-5) / B_full - 1) < 1e-4
round_ratio = rounded_budget(round_time) / B_full

# Doping: D proportional to p/n_i, with the built-in field factor.
ni_peak, gap0 = 1.0e19, 1.2  # cm^-3; eV, extrapolated to zero K
N_marker, N_high = 1.0e18, 1.0e20


def intrinsic_density(T):
    return ni_peak * (T / Tp)**1.5 * np.exp(
        -gap0 / (2 * k) * (1 / T - 1 / Tp))


def holes(N, ni):
    return N / 2 + np.sqrt(N**2 / 4 + ni**2)


def doping_factor(N, T):
    ni = intrinsic_density(T)
    field = 1 + N / np.sqrt(N**2 + 4 * ni**2)
    return holes(N, ni) / ni * field


def doping_ratio(N):
    weighted = integrate_pieces(
        lambda d: diffusivity(Tp - d) * doping_factor(N, Tp - d),
        0.0, Tp - T0)
    plain = integrate_pieces(lambda d: diffusivity(Tp - d), 0.0, Tp - T0)
    return weighted / plain


for N in (N_marker, 2e19, N_high):
    eps = 1e-4
    log_slope = (np.log(holes(N * (1 + eps), ni_peak))
                 - np.log(holes(N * (1 - eps), ni_peak))) / (2 * eps)
    field = 1 + N / np.sqrt(N**2 + 4 * ni_peak**2)
    assert abs(1 + log_slope - field) < 1e-6
dope_low, dope_high = doping_ratio(N_marker), doping_ratio(N_high)

# Hole degeneracy at the higher doping, rough density-of-states mass.
mass_ratio = 1.1
Nv = 2e-6 * (mass_ratio * const.m_e * const.k * Tp
             / (2 * np.pi * const.hbar**2))**1.5
filling = holes(N_high, ni_peak) / Nv


def fermi_half(eta):
    return 2 / np.sqrt(np.pi) * quad(
        lambda u: np.sqrt(u) / (1 + np.exp(u - eta)), 0, 60)[0]


eta = brentq(lambda q: fermi_half(q) - filling, -10, 5)
degeneracy = np.exp(eta) / filling
assert abs(degeneracy / np.exp(filling / np.sqrt(8)) - 1) < 0.01

# Excess interstitials escaping to a perfect surface sink.
Q_cm, depth = 1.0e12, 30.0
Q = Q_cm * 1e-14
Dself0, Eself, atom_density = 5.0e16, 4.8, 50.0
for source, place in ((30.0, 30.0), (30.0, 12.0), (20.0, 35.0)):
    # Variable r is sqrt(D_I t) divided by the source depth.
    def exposure(r):
        if r == 0:
            return 0.5 * 0**abs(source - place) * 2 / np.sqrt(np.pi)
        near = ((source - place) / (2 * r * source))**2
        far = ((source + place) / (2 * r * source))**2
        return (np.exp(-near) - np.exp(-far)) / np.sqrt(np.pi)
    value = source * (quad(exposure, 0, 1)[0]
                      + quad(exposure, 1, np.inf)[0])
    assert abs(value / min(source, place) - 1) < 1e-6


def transient_budget(T):
    transport = atom_density * Dself0 * np.exp(-Eself / (k * T))
    return Q * depth * diffusivity(T) / transport


T_early = 1000.0
ted_peak, ted_early = transient_budget(Tp), transient_budget(T_early)

print(f"diffusion prefactor D0: {D0:.2e} nm^2/s")
print(f"activation energy E: {E:.2f} eV")
print(f"peak temperature: {Tp:.0f} K")
print(f"start and end temperature: {T0:.0f} K")
print(f"heating rate: {R_up:.0f} K/s")
print(f"cooling rate: {R_down:.0f} K/s")
print(f"k Tp: {k * Tp:.5f} eV")
print(f"x = E/kTp: {x:.3f} (no unit)")
print(f"temperature window kTp^2/E: {window:.2f} K")
print(f"D at peak: {Dp:.4f} nm^2/s")
print(f"leading heating time: {t_up:.4f} s")
print(f"leading cooling time: {t_down:.4f} s")
print(f"leading total time: {t_up + t_down:.4f} s")
print(f"full total time: {t_up_num + t_down_num:.4f} s")
print(f"leading budget: {B_lead:.4f} nm^2")
print(f"leading budget converted: {B_lead * 1e-14:.4e} cm^2")
print(f"full budget: {B_full:.4f} nm^2")
print(f"time-quadrature budget: {B_num:.4f} nm^2")
print(f"leading excess over full: {100 * (B_lead / B_full - 1):.2f} %")
print(f"first-order excess 2/x: {200 / x:.2f} %")
print(f"share removed by finite start: {start_share:.2e} (no unit)")
print(f"budget share within window: {100 * share:.1f} %")
print(f"initial marker deviation: {sigma0:.2f} nm")
print(f"final deviation, leading: {sigma_lead:.4f} nm")
print(f"final deviation, full: {sigma_full:.4f} nm")
print(f"final deviation, PDE: {np.sqrt(variance_pde):.4f} nm")
print(f"largest PDE profile error: {np.max(abs(c-profile)):.1e} of c0")
print(f"budget change for +10 K peak: {100 * (hot_ratio - 1):.1f} %")
print(f"tip rounding duration: {round_time:.2f} s")
print(f"budget change, rounded tip: {100 * (round_ratio - 1):.1f} %")
print(f"budget change, T^4 cooling: {100 * (cool_ratio - 1):.1f} %")
print(f"intrinsic density at peak, input: {ni_peak:.1e} cm^-3")
print(f"extrapolated gap, input: {gap0:.2f} eV")
print(f"marker doping: {N_marker:.1e} cm^-3")
print(f"doping factor for marker: {dope_low:.3f} (no unit)")
print(f"high doping: {N_high:.1e} cm^-3")
print(f"doping factor at high doping: {dope_high:.2f} (no unit)")
print(f"hole mass, input: {mass_ratio:.2f} electron masses")
print(f"extra degeneracy factor: {degeneracy:.3f} (no unit)")
print(f"excess interstitial dose: {Q_cm:.1e} cm^-2")
print(f"excess interstitial depth: {depth:.0f} nm")
print(f"self-diffusion prefactor: {Dself0:.1e} nm^2/s")
print(f"self-diffusion energy: {Eself:.2f} eV")
print(f"silicon atom density: {atom_density:.0f} nm^-3")
print(f"added transient budget at peak: {ted_peak:.2f} nm^2")
print(f"early release temperature: {T_early:.0f} K")
print(f"added transient budget, early: {ted_early:.1f} nm^2")
print("checks complete")
```

It prints:

```
diffusion prefactor D0: 1.00e+14 nm^2/s
activation energy E: 3.50 eV
peak temperature: 1320 K
start and end temperature: 900 K
heating rate: 250 K/s
cooling rate: 80 K/s
k Tp: 0.11375 eV
x = E/kTp: 30.770 (no unit)
temperature window kTp^2/E: 42.90 K
D at peak: 4.3346 nm^2/s
leading heating time: 0.1716 s
leading cooling time: 0.5362 s
leading total time: 0.7078 s
full total time: 0.6658 s
leading budget: 3.0682 nm^2
leading budget converted: 3.0682e-14 cm^2
full budget: 2.8861 nm^2
time-quadrature budget: 2.8861 nm^2
leading excess over full: 6.31 %
first-order excess 2/x: 6.50 %
share removed by finite start: 2.75e-07 (no unit)
budget share within window: 66.6 %
initial marker deviation: 3.00 nm
final deviation, leading: 3.8906 nm
final deviation, full: 3.8435 nm
final deviation, PDE: 3.8435 nm
largest PDE profile error: 1.6e-04 of c0
budget change for +10 K peak: 27.9 %
tip rounding duration: 0.30 s
budget change, rounded tip: 20.8 %
budget change, T^4 cooling: 10.2 %
intrinsic density at peak, input: 1.0e+19 cm^-3
extrapolated gap, input: 1.20 eV
marker doping: 1.0e+18 cm^-3
doping factor for marker: 1.132 (no unit)
high doping: 1.0e+20 cm^-3
doping factor at high doping: 25.19 (no unit)
hole mass, input: 1.10 electron masses
extra degeneracy factor: 1.142 (no unit)
excess interstitial dose: 1.0e+12 cm^-2
excess interstitial depth: 30 nm
self-diffusion prefactor: 5.0e+16 nm^2/s
self-diffusion energy: 4.80 eV
silicon atom density: 50 nm^-3
added transient budget at peak: 1.10 nm^2
early release temperature: 1000 K
added transient budget, early: 42.7 nm^2
checks complete
```
